# Schottky and Poole-Frenkel Barrier Lowering in an Insulating Film, part 1

(Sections cited here and not found follow in the second part.)

## First half: escape from a metal electrode

An insulating film holds electrons back by an energy barrier. An electron may enter the film from an electrode, or it may already sit on a defect inside the film and have to leave it. In both cases an applied field lowers the barrier. The problem is to find the two lowerings and to compare them.

The film is a uniform dielectric of relative permittivity $\varepsilon$. The algebra is in atomic units, so the electron has charge $-1$, and two charges $q_1$ and $q_2$ at a distance $r$ in the film have the interaction energy $q_1q_2/(\varepsilon r)$. The applied field inside the film exerts a uniform force on the electron. Its magnitude is $F>0$ and it points along $+x$, away from the place the electron leaves. Numbers are given in eV and angstrom.

The word barrier means here a classical threshold: the least energy with which an electron can pass over the top. Tunnelling through the barrier is a separate matter, although it takes place through the same potential.

### (a) The force from the metal

*An ideal metal fills the region $x<0$ and the film fills $x>0$. Leave out the applied field. Find the force on an electron at a distance $x$ from the metal surface.*

**Solution.** An ideal metal has the same potential everywhere, which we set to zero. The electron draws positive charge to the surface, and this charge pulls it back. We need the potential $\phi$ in the film that belongs to the electron and vanishes on the surface.

Let $x'$ be the coordinate normal to the surface of a general point in the film, and $\rho$ its distance from the normal line through the electron. Try the electron's own potential plus that of a charge $+1$ at the mirror point $-x$:

$$
\phi=-\frac{1}{\varepsilon r_1}+\frac{1}{\varepsilon r_2},\qquad
r_1=\sqrt{(x'-x)^2+\rho^2},\qquad
r_2=\sqrt{(x'+x)^2+\rho^2}.
$$

At $x'=0$ the two distances are equal, so $\phi=0$ there, as required. The added term has no source inside the film, because the mirror point lies in the metal. The trial potential therefore meets every condition.

It is also the one solution. The difference of two solutions would obey Laplace's equation in the film and vanish both on the surface and at infinity. A solution of Laplace's equation takes its largest and smallest values on the boundary, so the difference is zero throughout.

In the film, the surface charge thus acts like a charge $+1$ at a distance $2x$ from the electron. The attraction points towards the metal, hence the minus sign:

$$
f(x)=-\frac{1}{\varepsilon(2x)^2}=-\frac{1}{4\varepsilon x^2}.
$$

The image charge is a device, and the real charge sits on the surface. We can check the force by adding up the pull of that real charge. At $x'=0$ both distances equal $r=\sqrt{x^2+\rho^2}$, and

$$
\frac{\partial}{\partial x'}\frac1{r_1}=\frac{x}{r^3},\qquad
\frac{\partial}{\partial x'}\frac1{r_2}=-\frac{x}{r^3}.
$$

The normal field at the surface is then

$$
E=-\frac{\partial\phi}{\partial x'}
=-\frac1\varepsilon\left(-\frac{x}{r^3}-\frac{x}{r^3}\right)
=\frac{2x}{\varepsilon r^3}.
$$

By Gauss's law the net surface charge density, with the polarization charge of the film included, is $E/(4\pi)=x/(2\pi\varepsilon r^3)$. A unit of net charge at distance $r$ pulls the electron with strength $1/r^2$, and the normal part of this pull is $x/r^3$. Summing over rings of area $2\pi\rho\,d\rho$ gives

$$
f=-\int_0^\infty \frac{x}{2\pi\varepsilon r^3}\,\frac{x}{r^3}\,2\pi\rho\,d\rho
=-\frac{x^2}{\varepsilon}\int_0^\infty\frac{\rho\,d\rho}{(x^2+\rho^2)^3}.
$$

With $s=x^2+\rho^2$ and $ds=2\rho\,d\rho$, the last integral is

$$
\frac12\int_{x^2}^\infty\frac{ds}{s^3}=\frac12\cdot\frac{1}{2x^4}=\frac1{4x^4}.
$$

The force is again $-1/(4\varepsilon x^2)$.

### (b) The energy that goes with this force

*Find the potential energy $U_{\rm im}(x)$ of the electron due to the metal, with zero at infinity. Compare it with the electron's charge times the potential of the surface charge at the electron's place, and explain any difference.*

**Solution.** The potential energy is minus the work done by the force as the electron comes in from infinity:

$$
U_{\rm im}(x)=-\int_\infty^x f(x')\,dx'
=\int_\infty^x\frac{dx'}{4\varepsilon x'^2}
=\left[-\frac{1}{4\varepsilon x'}\right]_\infty^x
=-\frac{1}{4\varepsilon x}.
$$

The potential of the surface charge at the electron is that of a charge $+1$ at distance $2x$, namely $1/(2\varepsilon x)$. Multiplied by the electron's charge it gives

$$
-\frac{1}{2\varepsilon x}=2\,U_{\rm im}(x).
$$

The energy is half of this product. The reason is that the surface charge is not there beforehand. It is drawn up by the electron itself.

To see the half arise in another way, hold the position $x$ fixed and let the charge grow from $0$ to $-1$. When it has reached $-\lambda$, the surface charge is $\lambda$ times its final value, because the equations are linear. Its potential at the electron is $\lambda/(2\varepsilon x)$. Adding a further charge $-d\lambda$ changes the energy by $-\lambda\,d\lambda/(2\varepsilon x)$, so the total is

$$
-\frac{1}{2\varepsilon x}\int_0^1\lambda\,d\lambda=-\frac{1}{4\varepsilon x}.
$$

The energy of building the electron's charge in an unbounded film has been left out, since it does not depend on $x$.

The full product $-1/(2\varepsilon x)$ does have a meaning. Suppose the surface charge were frozen while the electron was pulled away. The image would then stay at $-x$, and at the point $x'$ the pull would have the strength $1/[\varepsilon(x'+x)^2]$. The work needed to remove the electron would be

$$
\int_x^\infty\frac{dx'}{\varepsilon(x'+x)^2}=\frac{1}{2\varepsilon x}.
$$

In a metal the charge is not frozen. It spreads out as the electron leaves, the pull weakens faster, and the work is half as large.

Two conditions enter here. The charge in the metal must follow the electron without delay, and $x$ must be large compared with the spacing of the atoms. Close to the surface the formula tends to $-\infty$, which no real surface does. That region does not matter for the barrier as long as the top lies well outside it, a point to be checked once the top is known.

### (c) The top of a Coulomb barrier in a uniform field

*An electron moves on the line $x>0$ with the energy $U(x)=-c/x-Fx$, where $c>0$. Find the place and the height of the maximum. How do the attraction and the field share the lowering?*

**Solution.** The term $-Fx$ is the energy of a constant force $+F$, with its zero at $x=0$. Without the field, $U=-c/x$ rises towards zero and reaches it at infinity. The threshold is then zero. The lowering $\Delta$ is the amount by which the maximum lies below zero when the field is on.

Setting the derivative to zero gives

$$
U'(x)=\frac{c}{x^2}-F=0
\quad\Longrightarrow\quad
x_m=\sqrt{\frac cF}.
$$

The second derivative, $U''=-2c/x^3$, is negative, so this is a maximum. Its height follows by insertion:

$$
U(x_m)=-c\sqrt{\frac Fc}-F\sqrt{\frac cF}
=-\sqrt{cF}-\sqrt{cF}=-2\sqrt{cF}.
$$

Therefore

$$
\Delta=2\sqrt{cF}.
$$

The two terms are equal. At the top the attraction still holds the electron by $\sqrt{cF}$, and the field has already gained it $\sqrt{cF}$. Each supplies half of the lowering.

The same result follows from completing a square:

$$
-U(x)=\frac cx+Fx=\left(\sqrt{\frac cx}-\sqrt{Fx}\right)^2+2\sqrt{cF}.
$$

The square cannot be negative, so $U\le-2\sqrt{cF}$ for all $x>0$. Equality holds where $c/x=Fx$, which is the point $x_m$. The maximum is thus the highest point of the whole line.

The square root of the field has a simple origin. If the top stayed at a fixed distance $a$, the field would lower it by $Fa$, in proportion to $F$. But the top moves inwards as $1/\sqrt F$ when the field grows, so the field works over a shorter and shorter distance. In fact

$$
\frac{d\Delta}{dF}=\frac{d}{dF}\,2\sqrt{cF}=\sqrt{\frac cF}=x_m .
$$

A small increase $dF$ of the force lowers the top by $dF$ times the distance of the top. The shift of the top itself adds nothing at first order, because the energy is flat there.

### (d) The Schottky lowering

*Apply the result to the metal electrode. Find the lowering $\Delta_{\rm S}$, the coefficient $\beta_{\rm S}$ in $\Delta_{\rm S}=\beta_{\rm S}\sqrt F$, and the distance of the top. Evaluate them for $\varepsilon=2$, $F=0.02$ eV/angstrom and a barrier of 2 eV at zero field. Where does the formula fail?*

**Solution.** The image energy and the field energy add:

$$
U(x)=-\frac{1}{4\varepsilon x}-Fx .
$$

The field energy is zero at the metal surface. The Fermi level of the metal serves as the fixed reference, since the field does not enter an ideal metal and leaves its levels where they were. A drop of the barrier top is therefore a drop of the barrier.

Comparison with part (c) gives $c=1/(4\varepsilon)$, and so

$$
x_{\rm S}=\sqrt{\frac{1}{4\varepsilon F}}=\frac{1}{2\sqrt{\varepsilon F}},\qquad
\Delta_{\rm S}=2\sqrt{\frac{F}{4\varepsilon}}=\sqrt{\frac F\varepsilon},\qquad
\beta_{\rm S}=\frac{1}{\sqrt\varepsilon}.
$$

A larger permittivity weakens the image force. The top then lies closer to the metal, and the lowering is smaller for the same force $F$ in the film.

For numbers in eV and angstrom, each Coulomb energy $1/r$ becomes $C/r$ with $C=14.40$ eV angstrom. This replaces $1/\varepsilon$ by $C/\varepsilon$. The parameters are round model values and do not describe a particular material. The coefficient is

$$
\beta_{\rm S}=\sqrt{\frac{14.40}{2}}=2.683\ \text{(eV angstrom)}^{1/2},
$$

and the lowering is

$$
\Delta_{\rm S}=2.683\times\sqrt{0.02}=0.379\ \text{eV},
$$

or 0.0139 hartree. The top lies at

$$
x_{\rm S}=\frac12\sqrt{\frac{14.40}{2\times0.02}}=9.49\ \text{angstrom}.
$$

The field part is $0.02\times9.49=0.190$ eV, and the image part has the same size. The barrier falls from 2 eV to 1.62 eV.

The top is several atomic spacings from the metal, so the use of a uniform dielectric is reasonable there, though not beyond question. We can also ask where the image energy alone would reach the Fermi level, 2 eV below the zero of energy. This happens at $14.40/(4\times2\times2)=0.90$ angstrom. At this distance the image energy can no longer be trusted, and it may already fail somewhat farther out, at about one atomic spacing. Both distances are well below that of the top.

At stronger fields this separation is lost. For a barrier $\Phi$ at zero field, the formula would remove the whole barrier when $\sqrt{F/\varepsilon}=\Phi$, that is at $F=\varepsilon\Phi^2$. The top would then lie at

$$
x_{\rm S}=\frac{1}{2\sqrt{\varepsilon\cdot\varepsilon\Phi^2}}=\frac{1}{2\varepsilon\Phi},
$$

which for the values above is $14.40/(2\times2\times2)=1.8$ angstrom. At such a distance neither the image force nor the uniform permittivity can be trusted. The formula describes a barrier that is lowered by a part of its height, and it should not be used to predict the field at which the barrier vanishes.

The film must also be much thicker than $x_{\rm S}$. Otherwise the second electrode adds an image force of its own near the top, which the energy above leaves out.

## Second half: escape from a trap, and the comparison

The symbols are those of the first half. The film has permittivity $\varepsilon$, the field pushes the electron along $+x$ with the force $F$, and atomic units are used in the algebra. In eV and angstrom, $1/\varepsilon$ becomes $C/\varepsilon$ with $C=14.40$ eV angstrom. Three results are needed:

- The energy $-c/x-Fx$ has its maximum at $x_m=\sqrt{c/F}$, and the maximum lies $\Delta=2\sqrt{cF}$ below zero.
- Near an ideal metal the image energy is $-1/(4\varepsilon x)$, which is half of the electron's charge times the potential of the surface charge.
- The Schottky lowering is $\Delta_{\rm S}=\sqrt{F/\varepsilon}$, with the top at $x_{\rm S}=1/(2\sqrt{\varepsilon F})$.

### (e) The energy of an electron leaving a trap

*A defect deep inside the film is neutral when it holds an electron. Find the energy of the electron at a distance $r$ after it has left, with the field present. What changes if the defect is neutral when empty?*

**Solution.** When the electron leaves a neutral defect, a charge $+1$ stays behind. It is bound to the defect and does not move or change as the electron goes away. The interaction energy is therefore the full product of charge and potential, without a factor of one half:

$$
U_{\rm tr}=-\frac{1}{\varepsilon r}.
$$

Place the trap at the origin, and let $\theta$ be the angle between the electron's position and the direction of the force. Then $x=r\cos\theta$, and the total energy is

$$
U(r,\theta)=-\frac{1}{\varepsilon r}-Fr\cos\theta .
$$

The threshold is measured from the trap level, so we must ask whether the field moves that level. To first order the shift is the mean of $-Fx$ over the bound electron. It vanishes if the electron's density is symmetric about the centre of the trap and the level is not degenerate with one of opposite parity. This holds for the lowest level of a Coulomb trap, but not for its excited levels, which split in proportion to $F$. For such a lowest level the next term is of order $F^2$. We neglect it beside a lowering that varies as $\sqrt F$, which is justified when the field is weak enough.

If the defect is neutral when empty, no charge stays behind and there is no Coulomb attraction at large distance. Suppose such a trap holds its electron by a short-range well of radius $a$. Outside the well the energy is $-Fx$, which falls along the force. The threshold in that direction is then at the edge of the well, and it is lowered by $Fa$. This is linear in the field. It assumes that no attraction at all reaches beyond the well. A real neutral defect is polarized by the electron and attracts it with an energy $-b/r^4$. If the maximum of $-b/r^4-Fr$, at $r=(4b/F)^{1/5}$, lies outside the well, the lowering is $\tfrac54Fr$ and varies as $F^{4/5}$. Neither case gives a square root. The law sought here thus needs a trap that is positively charged when empty.

We have found the Schottky lowering $\Delta_{\rm S}=\sqrt{F/\varepsilon}$ for a metal electrode and the energy of an electron leaving a trap that is positively charged when empty. It remains to find the threshold for escape from this trap and to compare the two lowerings.

Numerical values quoted here were computed with a short program.
